# Pauli–Lubanski vector of the Dirac field and its spin-one-half representation

## 1. What symmetry fixes

The Pauli–Lubanski vector $W_\mu$ is built from one factor of angular momentum and one of momentum. Its orbital part cancels (Section 3), so on four-component spinors $W^2=W^\mu W_\mu$ is a constant matrix expression quadratic in the momentum $P^\mu$. Lorentz covariance restricts it severely. The matrices $\gamma^\mu$ and $\gamma_5\gamma^\mu$ have one index and cannot form a scalar with two momenta. The antisymmetric $[\gamma^\mu,\gamma^\nu]$ vanishes against $P_\mu P_\nu$. What remains is $aP^2+b\gamma_5P^2$. Parity removes the second term, because $W^\mu$ is an axial vector and its square is parity-even. Therefore
$$W^2=aP^2 .$$

One frame fixes $a$. For momentum $(P^0,\mathbf 0)$ the vector reduces to $W^0=0$, $W^i=P^0\Sigma_i/2$, where $\Sigma_i$ are the $4\times4$ spin matrices with $\Sigma_i^2=1$. With metric $(+,-,-,-)$,
$$W^2=-(P^0)^2\sum_i\frac{\Sigma_i^2}{4}=-\frac34(P^0)^2,\qquad a=-\frac34 .$$
On solutions of the free Dirac equation $P^2=m^2$, which gives $W^2=-\tfrac34m^2$. An implementation also needs the matrices $W^\mu$, their signs, and the space on which they act. These follow.

## 2. Conventions and generators

Units are $\hbar=c=1$, and $m>0$. The conventions are
$$\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu},\quad \gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3,\quad P^\mu=i\partial^\mu,\quad \varepsilon_{0123}=+1,$$
with $\not P=\gamma^\mu P_\mu$ and $\Sigma^{\mu\nu}=\tfrac i4[\gamma^\mu,\gamma^\nu]$, so that $\Sigma^{12}=\Sigma_3/2$ and cyclically. The Dirac equation is $(\not P-m)\psi=0$.

A Lorentz transformation connected to the identity acts as $\psi'(x)=S\psi(\Lambda^{-1}x)$. Differentiating with $y=\Lambda^{-1}x$ gives
$$i\gamma^\mu\partial_\mu\psi'(x)=S\,i(S^{-1}\gamma^\mu S)(\Lambda^{-1})^\nu{}_\mu\frac{\partial\psi}{\partial y^\nu}.$$
This equals $S(\not P\psi)(y)$, and solutions go to solutions, if
$$S^{-1}\gamma^\mu S=\Lambda^\mu{}_\nu\gamma^\nu .$$

Take $\Lambda^\mu{}_\nu=\delta^\mu_\nu+\omega^\mu{}_\nu$, with $\omega_{\mu\nu}$ antisymmetric, and $S=1-\tfrac i2\omega_{\alpha\beta}\Sigma^{\alpha\beta}$. Since $\Sigma^{\alpha\beta}=\tfrac i2(\gamma^\alpha\gamma^\beta-g^{\alpha\beta})$,
$$[\gamma^\mu,\Sigma^{\alpha\beta}]=\frac i2\left(\{\gamma^\mu,\gamma^\alpha\}\gamma^\beta-\gamma^\alpha\{\gamma^\mu,\gamma^\beta\}\right)=i(g^{\mu\alpha}\gamma^\beta-g^{\mu\beta}\gamma^\alpha).$$
Hence $S^{-1}\gamma^\mu S=\gamma^\mu-\tfrac i2\omega_{\alpha\beta}[\gamma^\mu,\Sigma^{\alpha\beta}]=\gamma^\mu+\omega^\mu{}_\beta\gamma^\beta$, as required. Repeating small steps gives $S=\exp(-\tfrac i2\omega_{\alpha\beta}\Sigma^{\alpha\beta})$ for $\Lambda=\exp\omega$.

The change of the argument contributes, to first order,
$$-\omega^\mu{}_\nu x^\nu\partial_\mu\psi=\tfrac12\omega_{\mu\nu}(x^\mu\partial^\nu-x^\nu\partial^\mu)\psi=-\tfrac i2\omega_{\mu\nu}(x^\mu P^\nu-x^\nu P^\mu)\psi .$$
Together the two parts give $\psi'=\psi-\tfrac i2\omega_{\mu\nu}J^{\mu\nu}\psi$ with
$$J^{\mu\nu}=x^\mu P^\nu-x^\nu P^\mu+\Sigma^{\mu\nu}.$$

Both parts are needed. From $[x^\alpha,P^\mu]=-ig^{\alpha\mu}$, the orbital part has commutator $-i(\gamma^\alpha P^\beta-\gamma^\beta P^\alpha)$ with $\not P$. The commutator found above gives $[\Sigma^{\alpha\beta},\not P]=+i(\gamma^\alpha P^\beta-\gamma^\beta P^\alpha)$. The sum vanishes, so $J^{\alpha\beta}$ preserves the solution space, while neither part does so alone.

## 3. The matrices $W^\mu$

Define
$$W_\mu=\tfrac12\varepsilon_{\mu\nu\rho\sigma}J^{\nu\rho}P^\sigma .$$
The orbital part is $\varepsilon_{\mu\nu\rho\sigma}x^\nu P^\rho P^\sigma=0$, because $P^\rho P^\sigma$ is symmetric and $\varepsilon$ antisymmetric. Only $\Sigma^{\nu\rho}$ survives:
$$W_\mu=\tfrac12\varepsilon_{\mu\nu\rho\sigma}\Sigma^{\nu\rho}P^\sigma .$$
Thus $W^0=\tfrac12\boldsymbol\Sigma\cdot\mathbf P$. For zero spatial momentum $W_i=\tfrac12\varepsilon_{ijk0}\Sigma^{jk}P^0=-P^0\Sigma_i/2$, since $\varepsilon_{ijk0}=-\varepsilon_{0ijk}$. Raising the index gives $W^i=+P^0\Sigma_i/2$, the form used in Section 1.

The $\varepsilon$ symbol can be removed with the duality relation
$$\tfrac12\varepsilon_{\mu\nu\rho\sigma}\Sigma^{\nu\rho}=i\gamma_5\Sigma_{\mu\sigma}.$$
Two components suffice, because cyclic permutation of the spatial axes and antisymmetry give the others. For $(\mu,\sigma)=(0,3)$ the left side is $\Sigma^{12}=\tfrac i2\gamma^1\gamma^2$. The right side is
$$-i\gamma_5\Sigma^{03}=\tfrac12\gamma_5\gamma^0\gamma^3=\tfrac i2\gamma^0\gamma^1\gamma^2\gamma^3\gamma^0\gamma^3=\tfrac i2\gamma^1\gamma^2 .$$
Here moving $\gamma^0$ past three matrices gives one minus sign and $(\gamma^3)^2=-1$ gives the other. For $(1,2)$ the left side is $\varepsilon_{1032}\Sigma^{03}=\tfrac i2\gamma^0\gamma^3$. The right side is
$$i\gamma_5\Sigma_{12}=-\tfrac12\gamma_5\gamma^1\gamma^2=-\tfrac i2\gamma^0(\gamma^1\gamma^2\gamma^1\gamma^2)\gamma^3=\tfrac i2\gamma^0\gamma^3,$$
because $\gamma^3$ commutes with $\gamma^1\gamma^2$ and the bracket equals $-1$.

Inserting $\Sigma^{\mu\sigma}P_\sigma=\tfrac i2(\gamma^\mu\not P-P^\mu)$ yields
$$\boxed{W^\mu=\tfrac12\gamma_5(P^\mu-\gamma^\mu\not P)}$$
and, on Dirac solutions, $W^\mu\psi=\tfrac12\gamma_5(P^\mu-m\gamma^\mu)\psi$.

In a product of two $W$'s, the on-shell replacement $\not P\to m$ is allowed in each factor only if the first factor leaves a solution. It does. Using $\not P\gamma^\mu\not P=2P^\mu\not P-\gamma^\mu P^2$ and $\not P\gamma_5=-\gamma_5\not P$,
$$\not PW^\mu=-\tfrac12\gamma_5(P^\mu\not P-\not P\gamma^\mu\not P)=\tfrac12\gamma_5(P^\mu\not P-\gamma^\mu P^2)=W^\mu\not P .$$
Also $P_\mu W^\mu=\tfrac12\gamma_5(P^2-\not P^2)=0$.

## 4. The square, with every term

The bracket in $W^\mu$ contains an even number of gamma matrices in each term, so $\gamma_5$ commutes with it, and $\gamma_5^2=1$:
$$W^2=\tfrac14(P^\mu-\gamma^\mu\not P)(P_\mu-\gamma_\mu\not P).$$
The four products are

- $P^\mu P_\mu=P^2$;
- $-P^\mu\gamma_\mu\not P=-\not P^2=-P^2$;
- $-\gamma^\mu\not P P_\mu=-\not P^2=-P^2$;
- $\gamma^\mu\not P\gamma_\mu\not P=-2\not P^2=-2P^2$.

The last line uses $\gamma^\mu\not P\gamma_\mu=(2P^\mu-\not P\gamma^\mu)\gamma_\mu=2\not P-4\not P$. The sum is $-3P^2$, so
$$\boxed{W^2=-\tfrac34P^2}$$
on any smooth four-spinor function, whether or not it solves a wave equation. Applying $\not P$ to the Dirac equation gives $P^2\psi=m^2\psi$, hence $W^2\psi=-\tfrac34m^2\psi$.

Individual components are useful for debugging. For a fixed vector $n$, $n\cdot W=\tfrac12\gamma_5(n\cdot P-\not n\not P)$. Since $\not n\not P\not n\not P=\not n(2n\cdot P-\not n\not P)\not P=2(n\cdot P)\not n\not P-n^2P^2$, the mixed terms cancel in the square:
$$(n\cdot W)^2=\tfrac14\left[(n\cdot P)^2-n^2P^2\right].$$
For one component, without summation, $(W^\mu)^2=\tfrac14[(P^\mu)^2-g^{\mu\mu}P^2]$.

## 5. From the Casimir value to the representation

For mass $m$ and spin $s$ the rest-frame relation $W^i=P^0J^i$ gives $W^2=-m^2s(s+1)$, and $s(s+1)=\tfrac34$ selects $s=\tfrac12$. The values of $P^2$ and $W^2$ do not tell the sign of the energy or how many copies of the representation are present. Both must be found from the solution space.

**Spin at arbitrary momentum.** Let $p=(E,\mathbf p)$ with $E=\sqrt{m^2+\mathbf p^2}$, and let $\Lambda$ be the boost taking $k=(m,\mathbf0)$ to $p$. Write $W^\mu(p)$ for the matrix with $P$ replaced by $p$. Since $S$ commutes with $\gamma_5$, the boxed form of $W^\mu$ gives
$$S^{-1}W^\mu(p)S=\Lambda^\mu{}_\nu W^\nu(k).$$
With $e_i=\Lambda\hat e_i$, where $\hat e_i$ are the spatial unit vectors in the rest frame, define
$$j_i=-\frac{1}{m}W(p)\cdot e_i=S\,\frac{\Sigma_i}{2}\,S^{-1}.$$
The minus sign compensates the metric. It follows that $[j_1,j_2]=ij_3$ and cyclically, and $\sum_ij_i^2=\tfrac34$. A negative-frequency wave $e^{+ip\cdot x}$ has momentum eigenvalue $-p$. Then $W(-p)=-W(p)$, but the rest-frame spin is $W^i/P^0$ with $P^0=-m$, so the two signs cancel and the same $j_i$ apply.

**Number of copies.** Four-component solutions of the Klein–Gordon equation $P^2\psi=m^2\psi$ already have $W^2=-\tfrac34m^2$. At rest and positive frequency, all four components are allowed, and $\Sigma_i/2$ acts as two identical spin-one-half blocks. The matrices commuting with all three form a four-dimensional space, one $2\times2$ matrix that mixes the copies. The Dirac equation at rest reads $\gamma^0u=u$ and keeps one block, on which $\Sigma_i/2$ are half the Pauli matrices. Only multiples of the identity commute with these, a one-dimensional space. The Dirac equation thus supplies the mass shell and removes the doubling.

**Invariant norm.** Write a positive-frequency solution as
$$\psi(x)=\int\frac{d^3p}{(2\pi)^32E}\,\varphi(p)e^{-ip\cdot x},\qquad \not p\varphi=m\varphi .$$
With $\bar\varphi=\varphi^\dagger\gamma^0$ and $\bar\varphi\not p=m\bar\varphi$, the identity $\bar\varphi(\gamma^0\not p+\not p\gamma^0)\varphi=2E\bar\varphi\varphi$ has left side $2m\varphi^\dagger\varphi$. So $\varphi^\dagger\varphi=(E/m)\bar\varphi\varphi$, and
$$\int d^3x\,\psi^\dagger\psi=\int\frac{d^3p}{(2\pi)^34E^2}\varphi^\dagger\varphi=\int\frac{d^3p}{(2\pi)^32E}\,\frac{\bar\varphi\varphi}{2m}.$$
The measure $d^3p/2E$ is $d^4p\,\delta(p^2-m^2)$ on the positive shell and is invariant. The density $\bar\varphi\varphi$ is invariant because $\gamma^0(\Sigma^{\mu\nu})^\dagger\gamma^0=\Sigma^{\mu\nu}$ implies $S^\dagger\gamma^0S=\gamma^0$. Translations multiply $\varphi$ by a phase. The representation is therefore unitary, although $S$ itself is not a unitary matrix for a boost.

**Irreducibility.** Suppose a bounded operator commutes with the whole group. Commuting with translations makes it act at each momentum as a matrix $A(p)$ on the two-dimensional solution space. Commuting with Lorentz transformations requires $A(\Lambda p)=SA(p)S^{-1}$. At $p=k$, rotations leave the momentum fixed, so $A(k)$ commutes with the spin-one-half matrices and is $a\mathbf 1$ by Schur's lemma. Boosts carry this to $A(p)=a\mathbf 1$ everywhere on the shell. The orthogonal projector onto an invariant closed subspace is such an operator, so it must be $0$ or $1$.

The positive-frequency solutions thus form one irreducible representation with mass $m$ and spin one-half. It belongs to the double cover of the Poincaré group: a rotation by $2\pi$ about $z$ gives $S=\exp(-i\pi\Sigma_3)=-1$, while $\Lambda=1$.

**Negative frequencies and antiparticles.** In the Dirac representation $\gamma^2$ is imaginary and the other $\gamma^\mu$ are real, so $\gamma^2(\gamma^\mu)^*=-\gamma^\mu\gamma^2$. Let $\psi^c=i\gamma^2\psi^*$. Conjugating $i\gamma^\mu\partial_\mu\psi=m\psi$ and multiplying by $i\gamma^2$ gives $i\gamma^\mu\partial_\mu\psi^c=m\psi^c$: the sign from $i^*$ cancels the sign from $\gamma^2$. The same relation gives $i\gamma^2(\Sigma^{\mu\nu})^*=-\Sigma^{\mu\nu}i\gamma^2$, hence $i\gamma^2S^*=Si\gamma^2$. This antilinear map commutes with the group and turns $e^{+ip\cdot x}$ into $e^{-ip\cdot x}$. The negative-frequency solutions are therefore the complex conjugate of the representation above, and their charge conjugates describe an antiparticle with the same mass and spin.

## 6. Worked example

Take $m=1$ as the unit and $\mathbf p=(1,3,5)$, so $E=\sqrt{1+35}=6$. The component formula gives
$$\begin{aligned}
(W^0)^2&=\tfrac14(36-1)=8.75, & (W^1)^2&=\tfrac14(1+1)=0.5,\\
(W^2)^2&=\tfrac14(9+1)=2.5, & (W^3)^2&=\tfrac14(25+1)=6.5 .
\end{aligned}$$
Here $(W^2)^2$ is the square of the second spatial component. The spatial squares add to $9.5$, and the Casimir is $8.75-9.5=-0.75$. At large momentum it is a small difference of large terms. Since $(W^0)^2=\mathbf p^2/4$ on these states, a relative error $\delta$ in this term alone changes the Casimir by the fraction $\delta\,\mathbf p^2/(3m^2)$ of its magnitude.

The eigenvalues of $W^0=\tfrac12\boldsymbol\Sigma\cdot\mathbf p$ are $\pm|\mathbf p|/2=\pm2.958$. Divided by $|\mathbf p|=5.916$, they give helicities $\pm\tfrac12$.

Now boost a state with spin up along $z$ from rest. Its mean $W^\mu$ at rest is $\tfrac m2(0,0,0,1)$, and covariance makes the moving mean $\tfrac m2s^\mu$, with $s^\mu$ the boosted unit vector. The boost stretches the component along $\mathbf p$ by $E/m$. Using $\mathbf p^2=(E-m)(E+m)$,
$$s^0=\frac{p_z}{m}=5,\qquad \mathbf s=\hat{\mathbf z}+\frac{p_z\mathbf p}{m(E+m)}=\hat{\mathbf z}+\frac57(1,3,5)=(0.714,\,2.143,\,4.571).$$
The mean vector is $(2.5,\,0.357,\,1.071,\,2.286)$, and its square is $-0.25$, not $-0.75$. In the rest frame the two transverse spin components have zero mean, but each has mean square $\tfrac14$. They supply the missing $-0.5$. A code that squares expectation values does not compute the Casimir.

Restoring units gives $W^2=-\tfrac34m^2c^2\hbar^2$, with $P^0=E/c$. For an electron in Hartree atomic units, $c=137.036$ and $W^2=-\tfrac34c^2=-14084.15\,\hbar^4/a_0^2$. The full set of values is in the numerical output below.

## 7. Limits and range of validity

For $|\mathbf p|\ll m$ and positive frequency, $W^0$ is of order $|\mathbf p|$ while $\mathbf W\to m\boldsymbol\Sigma/2$: the vector becomes the mass times the ordinary spin.

For $m=0$ the equation $\not P\psi=0$ gives $W^\mu\psi=\tfrac12\gamma_5P^\mu\psi$ and $W^2\psi=0$. There is no rest frame, and the construction of $j_i$ fails. On positive-frequency states of definite chirality $\gamma_5=\pm1$, $W^0=\pm\tfrac12|\mathbf p|$, so the helicity is $\pm\tfrac12$ and replaces the spin Casimir as the label.

In an external potential that depends on position, the solution space is no longer invariant under all translations. A potential $V(z)$, for example, keeps those along $x$ and $y$ but not all of those along $z$; if it is periodic, shifts by whole periods remain. The transformations of Section 2 then do not represent the full Poincaré group on the solutions, and the classification by $P^2$ and $W^2$, with $P^\mu=i\partial^\mu$, does not apply to that solution space. A pure-gauge potential, $A_\mu=\partial_\mu\chi$ in $(\not P-\not A-m)\psi=0$, is only an apparent case: its solutions are free solutions times $e^{-i\chi}$, and $W$ built from $P_\mu-A_\mu$ again gives $W^2=-\tfrac34m^2$.

For the free quantized field, $W^2=-\tfrac34m^2$ holds on one-particle and one-antiparticle states. It is not an identity on Fock space: the vacuum is annihilated by $P^\mu$ and $J^{\mu\nu}$ and has $W^2=0$. Because $W^2$ is quadratic in both generators, a many-particle value cannot be obtained by adding one-particle values.

## Computed results

```
Natural units hbar = c = 1; mass chosen as the unit
mass m = 1.0000 (unit m)
momentum p = (1.0000, 3.0000, 5.0000) (unit m)
|p| = 5.916080 (unit m)
energy E = 6.000000 (unit m)
rapidity of the boost = 2.477889 (dimensionless)
spin four-vector s^0 = 5.000000 (dimensionless)
spin four-vector s^1 = 0.714286 (dimensionless)
spin four-vector s^2 = 2.142857 (dimensionless)
spin four-vector s^3 = 4.571429 (dimensionless)
mean of W^0 = 2.500000 (unit m)
mean of W^1 = 0.357143 (unit m)
mean of W^2 = 1.071429 (unit m)
mean of W^3 = 2.285714 (unit m)
square of the mean vector = -0.250000 (unit m^2)
operator (W^0)^2 = 8.750000 (unit m^2)
operator (W^1)^2 = 0.500000 (unit m^2)
operator (W^2)^2 = 2.500000 (unit m^2)
operator (W^3)^2 = 6.500000 (unit m^2)
sum of the three spatial squares = 9.500000 (unit m^2)
Casimir W^2 = -0.750000 (unit m^2)
eigenvalues of W^0 = -2.958040, 2.958040 (unit m)
commutant dimension, Dirac solutions at p = 1
commutant dimension, Klein-Gordon four-spinors at p = 4
speed of light = 137.035999 (atomic units)
electron W^2 = -14084.149 (atomic units, hbar^4/a0^2)
```
